# The quantum of thermal conductance for fermions and bosons

## What dimensions fix

A thermal conductance \(K\) is a heat current divided by a temperature difference. Its unit is energy per time per temperature. Suppose that a channel brings in no energy scale of its own near the thermal energy \(kT\), where \(k\) is Boltzmann's constant. The quantities left are \(k\), \(T\), \(\hbar\) and a carrier speed \(v\).

From these one forms the energy \(kT\), the time \(\hbar/kT\) and the length \(\hbar v/kT\). No length occurs in the unit of \(K\), and \(v\) is the one quantity in the list that can supply a length, so \(v\) cannot appear. Dividing energy by time and temperature leaves

\[
K=C\,\frac{kT}{(\hbar/kT)\,T}=C\,\frac{k^2T}{\hbar},
\]

with \(C\) a pure number. Dimensions do not say whether \(C\) depends on the statistics of the carriers. The calculation below gives \(C=\pi/6\) for both fermions and bosons, or, with \(\hbar=h/2\pi\),

\[
K=\frac{\pi^2k^2T}{3h}.
\]

## The channel and its reservoirs

The algebra uses atomic units, \(\hbar=1\) and \(h=2\pi\), with \(k\) kept so that temperature remains visible. The assumptions are these.

- Two large reservoirs, at temperatures \(T_L\) and \(T_R\), are joined by one channel. For electrons this means one orbital mode with one spin direction; for phonons or photons, one mode with one polarization. The band is taken not to fold back: it has one right-moving and one left-moving state at each energy. A band with two right-moving states at some energy counts as two channels there.
- Carriers do not interact inside the channel, and each one that enters is transmitted.
- States moving to the right carry the thermal occupation \(n_L\) of the left reservoir, and states moving to the left carry \(n_R\).
- Fermions have the same chemical potential \(\mu\) in both reservoirs, many \(kT\) away from both band edges.
- Bosons are not conserved in number, so \(\mu=0\). Their band starts at zero energy and ends many \(kT\) higher.

The occupations are

\[
n(\varepsilon)=\frac{1}{e^{(\varepsilon-\mu)/kT}\mp1},
\]

with the upper sign for bosons and the lower for fermions. For fermions I write \(f\) in place of \(n\).

Heat is energy minus \(\mu\) times particle number, because a reservoir that loses energy \(dE\) and \(dN\) particles gives up the heat \(dE-\mu\,dN\). A carrier of energy \(\varepsilon\) therefore takes with it the heat \(\varepsilon-\mu\).

## Why the speed cancels

Take a stretch of channel of length \(\Lambda\) with periodic boundary conditions. Allowed wavevectors are spaced by \(2\pi/\Lambda\), so an interval \(dq\) holds \(\Lambda\,dq/2\pi\) states. A carrier of speed \(v\) passes a given point \(v/\Lambda\) times per unit time. The heat current of the right-movers is the product of number of states, occupation, passage rate and heat per carrier:

\[
J_\rightarrow=\int_{v>0}\frac{\Lambda\,dq}{2\pi}\;n_L\;\frac{v}{\Lambda}\,(\varepsilon-\mu)
=\int_{v>0}\frac{dq}{2\pi}\,v\,(\varepsilon-\mu)\,n_L .
\]

The speed is the group velocity, \(v=d\varepsilon/dq\) for \(\hbar=1\). Hence \(v\,dq=d\varepsilon\). By assumption the channel has one right-moving state at each energy in its band, so the integral runs once over the band. The left-movers give the same expression with \(n_R\) and the opposite direction. The net current from left to right is

\[
J=\frac{1}{2\pi}\int_{\rm band}d\varepsilon\,(\varepsilon-\mu)\,\bigl[n_L(\varepsilon)-n_R(\varepsilon)\bigr].
\]

Fast carriers pass more often, but their states are spread more thinly in energy, and the two effects cancel. The dispersion survives in the band limits alone. Since these lie many \(kT\) away, they may be moved to infinity (for bosons, the upper one).

## The boson stream

Set \(x=\varepsilon/kT_L\). Then \(\varepsilon\,d\varepsilon=(kT_L)^2x\,dx\), and

\[
J_\rightarrow=\frac{(kT_L)^2}{2\pi}\,B,\qquad B=\int_0^\infty\frac{x\,dx}{e^x-1}.
\]

For \(x>0\) the geometric series gives

\[
\frac{1}{e^x-1}=\frac{e^{-x}}{1-e^{-x}}=\sum_{n=1}^\infty e^{-nx}.
\]

All terms are positive, so sum and integral may be exchanged. Integration by parts gives \(\int_0^\infty x\,e^{-nx}dx=\frac1n\int_0^\infty e^{-nx}dx=1/n^2\), and so

\[
B=\sum_{n=1}^\infty\frac1{n^2}.
\]

To sum this series, expand the function \(x\) on \((-\pi,\pi)\) in sines. It is odd, so no cosines occur, and the coefficients are

\[
b_n=\frac2\pi\int_0^\pi x\sin nx\,dx
=\frac2\pi\left[-\frac{x\cos nx}{n}\right]_0^\pi+\frac{2}{\pi n}\int_0^\pi\cos nx\,dx
=\frac{2(-1)^{n+1}}{n}.
\]

The last integral vanishes because \(\sin n\pi=0\). Parseval's theorem equates the mean square of the function with that of its series:

\[
\frac1\pi\int_{-\pi}^{\pi}x^2dx=\sum_{n=1}^\infty b_n^2
\quad\Longrightarrow\quad
\frac{2\pi^2}{3}=4\sum_{n=1}^\infty\frac1{n^2}.
\]

Therefore \(B=\pi^2/6\), numerically 1.644934, and

\[
J_\rightarrow=\frac{(kT_L)^2}{2\pi}\,\frac{\pi^2}{6}=\frac{\pi k^2T_L^2}{12}.
\]

## The fermion stream

Measure energy from \(\mu\) and let the band reach down to \(-W\), with \(W\gg kT_L\). Put \(x=(\varepsilon-\mu)/kT_L\) and \(X=W/kT_L\). States above \(\mu\) contribute \((kT_L)^2F/2\pi\), where

\[
F=\int_0^\infty\frac{x\,dx}{e^x+1}.
\]

Below \(\mu\), set \(x=-y\). The Fermi function obeys

\[
f(-y)=\frac{1}{e^{-y}+1}=\frac{e^y}{1+e^y}=1-f(y),
\]

so that

\[
\int_{-X}^0x f(x)\,dx=-\int_0^X y\,[1-f(y)]\,dy=-\frac{X^2}{2}+\int_0^X y f(y)\,dy .
\]

The last integral tends to \(F\) for large \(X\). The first term, multiplied by \((kT_L)^2/2\pi\), is \(-W^2/4\pi\). It is the current carried by the filled states at zero temperature. It does not depend on temperature, and the equal stream from the other reservoir cancels it. The thermal part of the stream is

\[
J_\rightarrow^{\rm th}=\frac{(kT_L)^2}{2\pi}\,2F .
\]

One \(F\) comes from electrons above \(\mu\) and the other from holes below it. A hole moving right is a missing negative contribution to the heat current, so it carries positive heat to the right.

To find \(F\), write \(u=e^x\) and note that

\[
\frac1{u-1}-\frac{2}{u^2-1}=\frac{(u+1)-2}{u^2-1}=\frac{u-1}{(u-1)(u+1)}=\frac1{u+1}.
\]

Multiply by \(x\) and integrate. In the second term substitute \(y=2x\), so that \(2x\,dx=y\,dy/2\):

\[
F=\int_0^\infty\frac{x\,dx}{e^x-1}-\int_0^\infty\frac{2x\,dx}{e^{2x}-1}
=B-\frac12\int_0^\infty\frac{y\,dy}{e^y-1}=\frac B2 .
\]

Numerically \(F=0.822467\). Thus \(2F=B\). Above \(\mu\), exclusion halves the heat that bosons would carry; the holes supply the other half. The equality of the two statistics therefore depends on \(\mu\) lying inside the fermion band, with thermal room on both sides.

## Current and conductance

For both statistics, the difference of the two streams is

\[
J=\frac{\pi k^2}{12}\,(T_L^2-T_R^2).
\]

Let \(T=(T_L+T_R)/2\) and \(\Delta T=T_L-T_R\). Since \(T_L^2-T_R^2=(T_L+T_R)(T_L-T_R)=2T\,\Delta T\),

\[
J=\frac{\pi k^2T}{6}\,\Delta T,\qquad K=\frac{J}{\Delta T}=\frac{\pi k^2T}{6}.
\]

Under the stated assumptions this holds for a finite \(\Delta T\) if \(K\) is taken at the mean temperature. The dimensional argument restores \(\hbar\) in the denominator:

\[
K=\frac{\pi k^2T}{6\hbar}=\frac{\pi k^2T}{6}\,\frac{2\pi}{h}=\frac{\pi^2k^2T}{3h}.
\]

With \(k=8.617333\times10^{-5}\) eV/K and \(h=4.135668\times10^{-15}\) eV s,

\[
\frac KT=\frac{\pi^2(8.617333\times10^{-5})^2}{3\,(4.135668\times10^{-15})}\ \frac{\rm eV}{\rm s\,K^2}
=5.907\times10^{6}\ \frac{\rm eV}{\rm s\,K^2},
\]

which is 0.946 pW/K². Independent channels add, so an electron mode open to both spin directions carries twice this conductance.

## Which energies carry the heat

For small \(\Delta T\), the current follows from \(\partial n/\partial T\) at fixed \(\mu\). With \(x=(\varepsilon-\mu)/kT\) one has \(\partial x/\partial T=-x/T\), hence

\[
\frac{\partial n}{\partial T}=\frac{dn}{dx}\,\frac{\partial x}{\partial T}=\frac xT\,w(x),\qquad
w(x)=-\frac{dn}{dx}=\frac{e^x}{(e^x\mp1)^2}.
\]

Inserting \((\varepsilon-\mu)\,d\varepsilon=(kT)^2x\,dx\) gives

\[
K=\frac{k^2T}{2\pi}\int x^2w(x)\,dx .
\]

The function \(x^2w\) is a thermal window: it shows how much each energy contributes. For bosons, integration by parts gives its area,

\[
\int_0^\infty x^2w\,dx=\bigl[-x^2n\bigr]_0^\infty+2\int_0^\infty x\,n\,dx=2B=\frac{\pi^2}{3}.
\]

The boundary term vanishes because \(x^2n\to x\) at small \(x\) and \(n\) decays exponentially at large \(x\). For fermions \(w=1/[4\cosh^2(x/2)]\) is even. Each half line contributes \(2F\) by the same integration, and the total is \(4F=2B=\pi^2/3\) again.

The windows have equal areas but different shapes. The boson window is largest at zero energy, where \(x^2w\to1\). The fermion window vanishes at \(\mu\), because a carrier there transports no heat, and has one peak on each side.

## No thermoelectric correction deep in the band

If no outer circuit returns the electrons, charge builds up until the particle current stops, and the thermal conductance is then the one at zero particle current. The calculation above used equal chemical potentials instead. The two conditions agree here. The particle current at equal \(\mu\) is

\[
I=\frac1{2\pi}\int d\varepsilon\,[f_L(\varepsilon)-f_R(\varepsilon)].
\]

By \(f(-y)=1-f(y)\), each Fermi function minus one half is odd about \(\mu\). The difference \(f_L-f_R\) is therefore odd as well, and its integral vanishes. The electrons that flow above \(\mu\) from hot to cold are balanced in number by those that flow below \(\mu\) from cold to hot. Their heat currents add, because the sign of \(\varepsilon-\mu\) changes too.

## When the conditions fail

**Imperfect transmission.** Let a fraction \(\mathcal T(\varepsilon)\) of the incoming carriers pass. The scattering matrix of one channel is a unitary \(2\times2\) matrix with reflection amplitude \(r\) from the left and transmission amplitudes \(t\) and \(t'\) for the two directions. A column gives \(|r|^2+|t|^2=1\) and a row gives \(|r|^2+|t'|^2=1\), so \(\mathcal T=|t|^2=|t'|^2\) is the same both ways. It multiplies the integrand of \(J\). At equal \(\mu\),

\[
K=\frac{k^2T}{2\pi}\int\mathcal T\,x^2w\,dx\le\frac{\pi k^2T}{6},
\]

because \(0\le\mathcal T\le1\) and the window is nowhere negative. At zero particle current the conductance is no larger: the steps of the next paragraph, with \(\mathcal T\) inserted in each moment \(M_j\) and the integrals taken over the band, subtract the non-negative term \(M_1^2/M_0\) from this window area. For carriers without interactions that scatter elastically, the quantum is thus the largest conductance one channel can have under either condition. The bound counts right-moving states, not orbitals: a one-orbital chain with the folded band \(\varepsilon=-2t\cos qa+2t\cos2qa\) and \(\mu=-1.1\,t\) has two right-moving states at \(\mu\) and carries two quanta.

**Fermions at a band edge.** Put \(\mu\) at the bottom of the band, so that \(x\) starts at zero and the holes are missing. Equal chemical potentials no longer stop the particle current; a difference \(\delta\mu=\mu_L-\mu_R\) is needed. To first order, using \(\partial f/\partial\mu=w/kT\),

\[
f_L-f_R=w(x)\left[\frac{\delta\mu}{kT}+x\,\frac{\Delta T}{T}\right].
\]

With \(M_j=\int_0^\infty x^jw\,dx\), the particle and heat currents are

\[
I=\frac{kT}{2\pi}\left[M_0\frac{\delta\mu}{kT}+M_1\frac{\Delta T}{T}\right],\qquad
J=\frac{(kT)^2}{2\pi}\left[M_1\frac{\delta\mu}{kT}+M_2\frac{\Delta T}{T}\right].
\]

Setting \(I=0\) gives \(\delta\mu/kT=-(M_1/M_0)\,\Delta T/T\), and then

\[
K=\frac{k^2T}{2\pi}\left(M_2-\frac{M_1^2}{M_0}\right).
\]

The moments are \(M_0=f(0)=\tfrac12\), \(M_2=2F=\pi^2/6\) and, by parts,

\[
M_1=\int_0^\infty f\,dx=\int_0^\infty\frac{e^{-x}\,dx}{1+e^{-x}}=\bigl[-\ln(1+e^{-x})\bigr]_0^\infty=\ln2 .
\]

The effective area is \(\pi^2/6-2(\ln2)^2=0.684\), in place of \(\pi^2/3=3.290\). The conductance is 0.208 of the quantum. Half of the window is lost with the holes, and the voltage that stops the particle current removes more.

**Bosons with a gap.** If the band starts at an energy \(\Delta\), the lower limit of the window becomes \(\Delta/kT\). This removes the part where the boson window is largest. For \(\Delta=5kT\), 0.076 of the quantum remains.

**Bosons with a finite band.** If the band ends at \(E_{\max}\), the window is cut at \(X=E_{\max}/kT\). For \(X\gg1\) one has \(w\approx e^{-x}\) beyond the cut, and the missing area is about

\[
\int_X^\infty x^2e^{-x}dx=(X^2+2X+2)\,e^{-X},
\]

which is exponentially small. In the opposite limit, \(X\ll1\), write \(x^2w=[(x/2)/\sinh(x/2)]^2\). Since \(\sinh y\approx y(1+y^2/6)\), this is \(1-x^2/12\) to leading order, and

\[
K\approx\frac{k^2T}{2\pi}\left(X-\frac{X^3}{36}\right)=\frac{kE_{\max}}{2\pi}\left(1-\frac{X^2}{36}\right).
\]

For a band that rises monotonically to \(E_{\max}\), the conductance levels off at \(kE_{\max}/h\), while the quantum continues to grow with \(T\). Their ratio must then fall.

## Worked example: two unlike chains

Consider an electron chain and a phonon chain, both with spacing \(a=3\) angstrom, between reservoirs at 11 K and 9 K. These are model parameters and stand for no particular material. With \(\hbar\) restored, the electrons (one spin direction) have

\[
\varepsilon=-2t\cos qa,\qquad v=\frac{2ta}{\hbar}\sin qa,\qquad t=1\ {\rm eV},\quad\mu=0,
\]

and the phonons have

\[
\varepsilon=E_{\max}\sin\frac{qa}{2},\qquad v=\frac{E_{\max}a}{2\hbar}\cos\frac{qa}{2},\qquad E_{\max}=0.02\ {\rm eV}.
\]

At the mean temperature of 10 K, \(kT=8.617\times10^{-4}\) eV. The electron band edges are 2 eV from \(\mu\), more than two thousand \(kT\), and the phonon band ends at about \(23\,kT\). Both chains meet the conditions.

The electron speed at \(\mu\), where \(qa=\pi/2\), is \(2ta/\hbar=9.116\times10^{15}\) angstrom/s. The long-wavelength phonon speed is \(E_{\max}a/2\hbar=4.558\times10^{13}\) angstrom/s. Their ratio is \(4t/E_{\max}=200\).

The formula gives the same heat current for both:

\[
K=5.907\times10^{6}\times10=5.907\times10^{7}\ {\rm eV/(s\,K)},
\]

\[
J=K\,\Delta T=5.907\times10^{7}\times2=1.181\times10^{8}\ {\rm eV/s}.
\]

Summing \(v\,(\varepsilon-\mu)(n_L-n_R)\) over the right-moving wavevectors \(0<q<\pi/a\) of each chain, with weight \(dq/2\pi\) and its own dispersion, gives \(1.181\times10^{8}\) eV/s for the electrons and the same for the phonons. The factor of 200 in speed leaves no trace.

Warming the phonon chain brings in its band top. The conductance divided by the quantum at the same temperature is

- 1.000 at 10 K,
- 0.990 at 30 K,
- 0.615 at 100 K,
- 0.231 at 300 K.

At 300 K the conductance is \(4.099\times10^{8}\) eV/(s K), close to the classical limit \(kE_{\max}/h=4.167\times10^{8}\) eV/(s K). Here \(X=0.02/0.02585=0.774\), and the correction \(X^2/36=0.017\) accounts for the difference.

## A check without the channel formula

The mode sums still assume that each reservoir fills the states leaving it. The numerical check tests this assumption by following the quantum dynamics in time. Two half-chains of 200 sites are prepared separately, at \(kT=0.2\) and \(kT=0.1\), and then joined into one uniform chain. The oscillator chains have free outer ends, and before joining each inner end is tied by a spring to a fixed wall. The oscillator result below is for these end conditions. With fixed outer ends the ratio quoted below drops to 0.984 for 200 sites per half and 0.989 for 300, a shift that shrinks as the chains lengthen. For fermions the energy unit is the hopping, and both halves have \(\mu=0\) at the band centre, so heat equals energy; for coupled oscillators, the units are set by \(\hbar\), the mass and the spring constant all equal to one.

The heat current is half the difference between the rates of energy gain of the two halves, averaged over times from 40 to 160, before fronts reflected at the outer ends return to the junction. Divided by \(\pi k^2(T_L^2-T_R^2)/12\), it is 0.999 for the fermions and 1.000 for the oscillators; the test demands agreement within one percent. To four digits the ratios are 0.9992 and 0.9996, the same values the channel integral gives when it is cut at the true band edges, ten \(kT_L\) away. No reservoir occupation was imposed on the moving states of the joined chain. Its own evolution produced the current that the channel formula predicts.

## Values computed for the example and the checks

```
Boltzmann constant k = 8.617333e-05 eV/K
Planck constant h = 4.135668e-15 eV s
K/T from formula = 5.90716e+06 eV/(s K^2)
K/T converted = 0.94643 pW/K^2
boson energy integral B = 1.644934 (pure number)
fermion half-line integral F = 0.822467 (pure number)
boson window area = 3.289868 (pure number)
fermion window area = 3.289868 (pure number)
joined chains: sites per half = 200
joined chains: hot, cold kT = 0.2, 0.1 (model units)
joined chains: time window = 40.0, 160.0 (model units)
joined fermion chains: flux/formula = 0.99918
joined boson chains: flux/formula = 0.99958
example: lattice spacing = 3.0 angstrom
example: electron hopping = 1.0 eV
example: phonon band top = 0.02 eV
example: reservoirs = 11.0, 9.0 K
example: kT at mean temperature = 8.61733e-04 eV
electron speed at mu = 9.1156e+15 angstrom/s
phonon speed at long wavelength = 4.5578e+13 angstrom/s
speed ratio = 200.00
electron heat current, mode sum = 1.18143e+08 eV/s
phonon heat current, mode sum = 1.18143e+08 eV/s
heat current, formula = 1.18143e+08 eV/s
K at mean temperature = 5.90716e+07 eV/(s K)
net/absolute electron particle flow = 5.9e-16
phonon chain at 10 K: K/quantum = 1.00000
phonon chain at 30 K: K/quantum = 0.98973
phonon chain at 100 K: K/quantum = 0.61470
phonon chain at 300 K: K/quantum = 0.23132
phonon K at 300 K = 4.09926e+08 eV/(s K)
classical limit k E_max/h = 4.16732e+08 eV/(s K)
boson gap of 5 kT: K/quantum = 0.07620
fermion band edge: window area = 0.68405 (numerical)
fermion band edge: window area = 0.68403 (formula)
fermion band edge: K/quantum = 0.2079
```
